# Mean and peak temperature rise of a uniformly heated filament: test program

```python
"""
Result under test: a filament with constant conductivities, steady uniform
Joule heating, both ends at T0 and no side loss has
    peak rise = sigma V^2 / (8 k),  mean rise = sigma V^2 / (12 k),
so mean rise / peak rise = 2/3.
Symbols: L length, A cross-section, sigma electrical conductivity,
k thermal conductivity, V voltage, T0 end temperature, rise = T - T0.
The numerical side solves the potential and heat equations by finite volumes.
All quantities are in SI units.
"""
import numpy as np
from scipy.integrate import quad, simpson
from scipy.linalg import solve_banded

N = 400  # number of intervals along the filament (even)


def solve_line(face_coef, source, loss, left, right, h):
    """Solve -(c u')' + loss*u = source with fixed end values."""
    lower = face_coef[:-1] / h**2
    upper = face_coef[1:] / h**2
    band = np.zeros((3, N - 1))
    band[0, 1:] = -upper[:-1]
    band[1] = lower + upper + loss
    band[2, :-1] = -lower[1:]
    rhs = np.zeros(N - 1) + source
    rhs[0] += lower[0] * left
    rhs[-1] += upper[-1] * right
    inner = solve_banded((1, 1), band, rhs)
    return np.concatenate(([left], inner, [right]))


def joule_heating(L, sigma, V):
    """Return current density and heating at inner nodes from the potential."""
    h = L / N
    potential = solve_line(np.full(N, sigma), 0.0, 0.0, 0.0, V, h)
    field = np.diff(potential) / h
    face_heat = sigma * field**2
    return sigma * field.mean(), 0.5 * (face_heat[:-1] + face_heat[1:])


def peak_and_mean(rise, L):
    return rise.max(), simpson(rise, x=np.linspace(0.0, L, N + 1)) / L


# Worked example: chosen round model parameters
L, radius, sigma, k, V, T0 = 20e-9, 5e-9, 1e5, 5.0, 0.5, 300.0
A = np.pi * radius**2
h = L / N
x = np.linspace(0.0, L, N + 1)

# Peak, mean and ratio for several different filaments
for Lt, st, kt, Vt in [(L, sigma, k, V), (5e-9, 3e4, 2.0, 0.3),
                       (80e-9, 7e5, 20.0, 0.9)]:
    _, heat_t = joule_heating(Lt, st, Vt)
    rise_t = solve_line(np.full(N, kt), heat_t, 0.0, 0.0, 0.0, Lt / N)
    peak_t, mean_t = peak_and_mean(rise_t, Lt)
    assert abs(peak_t / (st * Vt**2 / (8 * kt)) - 1) < 1e-7
    assert abs(mean_t / (st * Vt**2 / (12 * kt)) - 1) < 1e-7
    assert abs(mean_t / peak_t - 2 / 3) < 1e-7

# Example: profile, position of the peak, heat leaving one end
current_density, heat = joule_heating(L, sigma, V)
current = current_density * A
power = current * V
rise = solve_line(np.full(N, k), heat, 0.0, 0.0, 0.0, h)
peak, mean = peak_and_mean(rise, L)
q = sigma * V**2 / L**2
assert np.allclose(heat, q, rtol=1e-7)
assert np.max(np.abs(rise - q * x * (L - x) / (2 * k))) < 1e-6 * peak
assert np.argmax(rise) == N // 2
end_heat = k * A * (-3 * rise[0] + 4 * rise[1] - rise[2]) / (2 * h)
assert abs(end_heat / (power / 2) - 1) < 1e-6

# Part of the length that is hotter than the mean
half = N // 2 + 1
x_cross = np.interp(mean, rise[:half], x[:half])
hot_fraction = 1 - 2 * x_cross / L
# tolerance covers linear interpolation between grid nodes
assert abs(hot_fraction - 1 / np.sqrt(3)) < 2e-5

# Contrast 1: heat also leaves through the side wall
decay_length = 5e-9
g = k / decay_length**2
rise_loss = solve_line(np.full(N, k), heat, g, 0.0, 0.0, h)
peak_loss, mean_loss = peak_and_mean(rise_loss, L)
ratio_loss = mean_loss / peak_loss
u = 0.5 * L * np.sqrt(g / k)
formula_loss = (1 - np.tanh(u) / u) / (1 - 1 / np.cosh(u))
# tolerance covers the second-order grid error
assert abs(ratio_loss - formula_loss) < 1e-4
assert ratio_loss > 2 / 3 + 0.01

# Contrast 2: thermal conductivity proportional to absolute temperature
T = np.full(N + 1, T0)
for _ in range(300):
    k_face = k * 0.5 * (T[:-1] + T[1:]) / T0
    T_new = solve_line(k_face, heat, 0.0, T0, T0, h)
    change = np.max(np.abs(T_new - T))
    T = 0.5 * (T + T_new)
assert change < 1e-6
peak_kT, mean_kT = peak_and_mean(T - T0, L)
ratio_kT = mean_kT / peak_kT


def rise_kT(s):
    """Closed-form rise at s = 2x/L - 1."""
    parabola = sigma * V**2 / (8 * k) * (1 - s**2)
    return np.sqrt(T0**2 + 2 * T0 * parabola) - T0


formula_kT = 0.5 * quad(rise_kT, -1, 1)[0] / rise_kT(0.0)
assert abs(ratio_kT - formula_kT) < 1e-5
assert ratio_kT > 2 / 3 + 0.01

print(f"Filament length L = {L*1e9:.1f} nm")
print(f"Filament radius = {radius*1e9:.1f} nm")
print(f"Cross-section A = {A:.4e} m^2")
print(f"Electrical conductivity sigma = {sigma:.3e} S/m")
print(f"Thermal conductivity k = {k:.2f} W/(m K)")
print(f"Voltage V = {V:.2f} V")
print(f"End temperature T0 = {T0:.1f} K")
print(f"Current I = {current:.4e} A")
print(f"Electrical power I V = {power:.4e} W")
print(f"Heat per unit volume q = {q:.4e} W/m^3")
print(f"Peak rise, numerical = {peak:.2f} K")
print(f"Peak rise, formula = {sigma*V**2/(8*k):.2f} K")
print(f"Mean rise, numerical = {mean:.2f} K")
print(f"Mean rise, formula = {sigma*V**2/(12*k):.2f} K")
print(f"Mean rise / peak rise, numerical = {mean/peak:.6f}")
print(f"Peak temperature = {T0+peak:.2f} K")
print(f"Mean temperature = {T0+mean:.2f} K")
print(f"Mean / peak absolute temperature = {(T0+mean)/(T0+peak):.4f}")
print(f"Heat leaving one end = {end_heat:.4e} W")
print(f"Distance from end where rise = mean: {x_cross*1e9:.3f} nm")
print(f"Fraction of length hotter than mean = {hot_fraction:.4f}")
print(f"Side loss: decay length = {decay_length*1e9:.1f} nm")
print(f"Side loss: u = {u:.3f} (dimensionless)")
print(f"Side loss: peak rise = {peak_loss:.2f} K")
print(f"Side loss: mean rise = {mean_loss:.2f} K")
print(f"Side loss: ratio, numerical = {ratio_loss:.4f}")
print(f"Side loss: ratio, formula = {formula_loss:.4f}")
print(f"k growing with T: peak rise = {peak_kT:.2f} K")
print(f"k growing with T: mean rise = {mean_kT:.2f} K")
print(f"k growing with T: ratio, numerical = {ratio_kT:.4f}")
print(f"k growing with T: ratio, formula = {formula_kT:.4f}")
print("success")
```

It prints:

```
Filament length L = 20.0 nm
Filament radius = 5.0 nm
Cross-section A = 7.8540e-17 m^2
Electrical conductivity sigma = 1.000e+05 S/m
Thermal conductivity k = 5.00 W/(m K)
Voltage V = 0.50 V
End temperature T0 = 300.0 K
Current I = 1.9635e-04 A
Electrical power I V = 9.8175e-05 W
Heat per unit volume q = 6.2500e+19 W/m^3
Peak rise, numerical = 625.00 K
Peak rise, formula = 625.00 K
Mean rise, numerical = 416.67 K
Mean rise, formula = 416.67 K
Mean rise / peak rise, numerical = 0.666667
Peak temperature = 925.00 K
Mean temperature = 716.67 K
Mean / peak absolute temperature = 0.7748
Heat leaving one end = 4.9087e-05 W
Distance from end where rise = mean: 4.227 nm
Fraction of length hotter than mean = 0.5773
Side loss: decay length = 5.0 nm
Side loss: u = 2.000 (dimensionless)
Side loss: peak rise = 229.44 K
Side loss: mean rise = 161.87 K
Side loss: ratio, numerical = 0.7055
Side loss: ratio, formula = 0.7055
k growing with T: peak rise = 381.91 K
k growing with T: mean rise = 273.43 K
k growing with T: ratio, numerical = 0.7160
k growing with T: ratio, formula = 0.7160
success
```
